# Why spin-independent phonon scattering cannot relax the Rashba–Dresselhaus spin helix

## Question

I am studying electrons in the lowest subband of a 001 zinc-blende quantum well, with Rashba coupling $\alpha$ and linear Dresselhaus coupling $\beta$:

$$H=\frac{\hbar^2k^2}{2m}+\alpha(k_y\sigma_x-k_x\sigma_y)+\beta(k_x\sigma_x-k_y\sigma_y),$$

where $x\parallel[100]$ and $y\parallel[010]$. For $\alpha=\beta$ the spin-orbit field points along one fixed axis for every $\mathbf k$. Its strength still depends on $\mathbf k$, though, and phonons keep changing $\mathbf k$ at random. Spins perpendicular to the axis should then precess by random angles and dephase.

Yet I am told that a helical spin pattern survives. What is its wavevector, and how can it survive phonon scattering, which is random and also exchanges energy? Is it enough that the phonons do not act on spin?

## Answer

Your dephasing argument is right for a uniform spin polarization. It fails for one particular spatial pattern, because the random precession angle is tied to the random displacement. Rotated axes make this visible.

### The spin-orbit term in rotated axes

Let $u$ run along $[110]$ and $w$ along $[1\bar10]$, with

$$k_{u,w}=\frac{k_x\pm k_y}{\sqrt2},\qquad \sigma_{u,w}=\frac{\sigma_x\pm\sigma_y}{\sqrt2}.$$

The inverse relations are $k_{x,y}=(k_u\pm k_w)/\sqrt2$ and $\sigma_{x,y}=(\sigma_u\pm\sigma_w)/\sqrt2$. The Dresselhaus combination becomes

$$k_x\sigma_x-k_y\sigma_y=\tfrac12(k_u+k_w)(\sigma_u+\sigma_w)-\tfrac12(k_u-k_w)(\sigma_u-\sigma_w)=k_u\sigma_w+k_w\sigma_u,$$

and the Rashba combination becomes

$$k_y\sigma_x-k_x\sigma_y=\tfrac12(k_u-k_w)(\sigma_u+\sigma_w)-\tfrac12(k_u+k_w)(\sigma_u-\sigma_w)=k_u\sigma_w-k_w\sigma_u.$$

Together they give

$$H_{\rm so}=(\alpha+\beta)k_u\sigma_w+(\beta-\alpha)k_w\sigma_u .$$

At $\alpha=\beta$ only $2\alpha k_u\sigma_w$ is left. (At $\alpha=-\beta$ only the other term, $2\beta k_w\sigma_u$, is left. The same derivation then gives a helix along $w$ with $Q=4m\beta/\hbar^2$.)

### The wavevector

Let $\chi_s$ be the eigenspinor of $\sigma_w$ with eigenvalue $s=\pm1$. The two branches are

$$\varepsilon_s(\mathbf k)=\frac{\hbar^2k^2}{2m}+2s\alpha k_u .$$

A superposition of $|\mathbf k,+\rangle$ and $|\mathbf k+\mathbf Q,-\rangle$, with $\mathbf Q$ along $u$, has the wavefunction

$$\psi=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt2}\left(\chi_++e^{iQu}\chi_-\right).$$

Its spin has no mean component along the $w$ axis. It lies in the plane of $u$ and the growth direction $z$, and turns through the angle $Qu$ as $u$ increases. This is a helix, and it is stationary if its two parts have equal energy. The difference is

$$\varepsilon_-(\mathbf k+\mathbf Q)-\varepsilon_+(\mathbf k)
=\frac{\hbar^2(2k_uQ+Q^2)}{2m}-2\alpha(k_u+Q)-2\alpha k_u$$
$$=k_u\left(\frac{\hbar^2Q}{m}-4\alpha\right)+\frac Q2\left(\frac{\hbar^2Q}{m}-4\alpha\right).$$

Both brackets vanish for the same nonzero $Q$, whatever $\mathbf k$ is:

$$\boxed{\,Q=\frac{4m\alpha}{\hbar^2}\quad\text{along }[110]\,}$$

This already shows what a phonon does. A vertex proportional to $e^{i\mathbf q\cdot\mathbf r}$ takes $\mathbf k$ to $\mathbf k+\mathbf q$ in both parts with the same amplitude. The two final energies are again equal, so both parts exchange the same energy with the phonon. The helix at $\mathbf k$ becomes the same helix at $\mathbf k+\mathbf q$, with its relative phase intact.

### Proof without perturbation theory

To cover repeated and strong scattering, define

$$U=e^{-iQu\sigma_w/2}.$$

The derivative in $p_u=-i\hbar\,\partial_u$ also acts on the exponent, so $p_uUf=U(p_u-\tfrac12\hbar Q\sigma_w)f$, or

$$U^\dagger p_uU=p_u-\tfrac12\hbar Q\sigma_w .$$

The $u$ part of the Hamiltonian is $p_u^2/2m+(2\alpha/\hbar)p_u\sigma_w$. Using $\sigma_w^2=1$, it transforms into

$$\frac{p_u^2}{2m}-\frac{\hbar Q}{2m}p_u\sigma_w+\frac{\hbar^2Q^2}{8m}+\frac{2\alpha}{\hbar}p_u\sigma_w-\alpha Q .$$

For $Q=4m\alpha/\hbar^2$ the terms linear in $p_u$ cancel. The constants add to $2m\alpha^2/\hbar^2-4m\alpha^2/\hbar^2$, hence

$$U^\dagger HU=\frac{p^2}{2m}-\frac{2m\alpha^2}{\hbar^2}.$$

Now add the phonon Hamiltonian $H_{\rm ph}$ and the coupling

$$V=\sum_{\mathbf q}M_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\left(b_{\mathbf q}+b^\dagger_{-\mathbf q}\right).$$

$U$ contains only $u$ and $\sigma_w$. $V$ contains the electron position but neither its momentum nor its spin, so $U^\dagger VU=V$. $H_{\rm ph}$ is unchanged too. In the transformed frame the total Hamiltonian has no spin in it, and every constant spin matrix is conserved. Take $T=|\chi_-\rangle\langle\chi_+|$ and transform back:

$$A=UTU^\dagger=e^{iQu/2}|\chi_-\rangle\langle\chi_+|e^{iQu/2}=e^{iQu}|\chi_-\rangle\langle\chi_+| .$$

Therefore

$$[H+H_{\rm ph}+V,\;A]=0 .$$

The real and imaginary parts of $\langle A\rangle$ are the two phases of the helix amplitude; for the state $\psi$ above, $\langle A\rangle=\tfrac12$. They are constant for any initial state of electron and phonons, so temperature and coupling strength do not enter. For many electrons, use the product of the $U$'s and the sum of the $A$'s. Static disorder and Coulomb repulsion depend on positions alone and pass through in the same way.

### "Spin-independent" is not quite enough

The proof needs $U^\dagger VU$ to contain no spin. That is guaranteed when the vertex is spin-independent **and** free of $p_u$, the momentum that $U$ shifts. A function of position only meets both conditions. Suppose a phonon modulates the inverse mass for motion along $u$ by a relative amount $\eta(\mathbf r)$, with $\alpha$ and $\beta$ held fixed. The vertex $W=p_u\eta p_u/2m$ contains no spin, but

$$U^\dagger WU=\frac1{2m}\left[p_u\eta p_u-\frac{\hbar Q}{2}\sigma_w(p_u\eta+\eta p_u)+\frac{\hbar^2Q^2}{4}\eta\right].$$

The middle term acts on spin in the transformed frame, so $A$ is no longer conserved. If the phonon instead changes $\alpha$ and $\beta$ in proportion to the inverse mass, so that $m\alpha$ and hence $Q$ stay fixed, the vertex is $(p_u+\tfrac12\hbar Q\sigma_w)\,\eta\,(p_u+\tfrac12\hbar Q\sigma_w)/2m$ up to a function of position. It transforms into $p_u\eta p_u/2m$, and $A$ is conserved again even though this vertex contains spin.

A small quantum calculation shows the difference. Set $\hbar=m=1$ and take one electron in a periodic square with smallest wavevector 1, coupled to two phonon modes of energies 1.0 and 1.5, each cut to three levels. The mode shapes are $\cos(u+w)$ and $\sin(2u-w)$, each multiplied by $0.4(b+b^\dagger)$. With $\alpha=\beta=0.5$ the helix has $Q=2$. The electron starts in an equal superposition of $k_u=0$, $s=+1$ and $k_u=2$, $s=-1$, both at $k_w=1$, with one quantum in each mode. I propagated the Schrödinger equation numerically in a plane-wave basis with $|k_u|\le10$ and $|k_w|\le3$. A larger basis moves the entries of the last row below by up to 0.009 and those of the other rows by up to 0.001. The helix amplitude below is $2|\langle A\rangle|$.

| Time | 0 | 2 | 4 | 6 | 8 |
|---|---|---|---|---|---|
| Mean $k_u$, $\alpha=\beta$ | 1.000 | 0.527 | −0.459 | −0.560 | 0.052 |
| Helix, $\alpha=\beta$ | 1 | 1 | 1 | 1 | 1 |
| Helix, $\alpha=0.35$, $\beta=0.65$ | 1 | 0.828 | 0.534 | 0.361 | 0.156 |
| Helix, mass modulated | 1 | 0.765 | 0.424 | 0.247 | 0.378 |

In the last row $\alpha=\beta=0.5$ again, and $\eta=0.3\cos(u+w)(b+b^\dagger)$ is added for the first mode. In the ideal case the momentum is thoroughly disturbed while the helix amplitude drifts by $9\times10^{-13}$. The other two rows show loss of conservation, not a decay rate: two modes are no heat bath, and the amplitude in the last row partly returns. For unequal couplings the loss does not even need phonons. The extra term $(\beta-\alpha)k_w\sigma_u$ turns the spins by itself: with the phonons decoupled, the amplitude still falls to 0.23 at time 6 and is back at 0.74 at time 8.

### Where the dephasing argument goes wrong

Semiclassically, the spin precesses about the $w$ axis at the rate $4\alpha k_u/\hbar$. With $v_u=\hbar k_u/m$, the angle accumulated along any path is

$$\int\frac{4\alpha k_u}{\hbar}\,dt=\frac{4m\alpha}{\hbar^2}\int v_u\,dt=Q\,\Delta u .$$

Collisions change the path, but the angle depends on its end points alone. An electron that moves by $\Delta u$ arrives with its spin turned by just the angle through which the helix turns over that distance.

For a pattern of the same handedness but wavevector $\mathbf q$ along $u$, the mismatch is $(Q-q)\Delta u$. Diffusion gives $\Delta u$ a Gaussian distribution of variance $2Dt$, so the amplitude falls as

$$\left\langle e^{i(Q-q)\Delta u}\right\rangle=e^{-D(Q-q)^2t}.$$

Uniform transverse spin ($q=0$) decays at the rate $DQ^2$, as you expected. The helix ($q=Q$) does not decay, and the helix of opposite handedness ($q=-Q$) decays at $4DQ^2$.

### Numbers for a model well

Take the round values $m=0.07\,m_0$, $\alpha=\beta=0.40$ meV nm, density $2\times10^{11}$ cm$^{-2}$, mobility $\mu=3\times10^4$ cm$^2$/Vs and 77 K. With $\hbar^2/m_0=76.2$ meV nm$^2$,

$$Q=\frac{4(0.07)(0.40)}{76.2}\ \text{nm}^{-1}=1.47\ \mu\text{m}^{-1},\qquad \frac{2\pi}{Q}=4.27\ \mu\text{m}.$$

The momentum relaxation time is $\tau=m\mu/e=1.19$ ps. At the Fermi wavevector, $k_F=0.112$ nm$^{-1}$, the largest precession angle in a time $\tau$ is $4\alpha k_F\tau/\hbar=0.33$ rad, small enough for the diffusive picture.

The gas is only partly degenerate: the zero-temperature Fermi energy is 6.8 meV and $k_BT=6.6$ meV. I therefore average over energy with the weight $-\partial f/\partial E$, where $f$ is the Fermi function. This gives $\langle E\rangle=10.6$ meV and $D=\langle E\rangle\tau/m=319$ cm$^2$/s, or $3.19\times10^4$ nm$^2$/ps. Then

$$\frac1{DQ^2}=\frac1{(3.19\times10^4)(1.47\times10^{-3})^2}\ \text{ps}=14.5\ \text{ps}.$$

To go beyond the diffusion limit, let $\mathbf S_{\mathbf k}(\mathbf r,t)$ be the spin density carried by electrons at $\mathbf k$, and solve

$$\partial_t\mathbf S_{\mathbf k}=-\mathbf v\cdot\nabla\mathbf S_{\mathbf k}+\boldsymbol\Omega_{\mathbf k}\times\mathbf S_{\mathbf k}-\frac1\tau\Big(\mathbf S_{\mathbf k}-g_{\mathbf k}\sum_{\mathbf k'}\mathbf S_{\mathbf k'}\Big).$$

Here $\boldsymbol\Omega_{\mathbf k}$ is the precession vector and $g_{\mathbf k}\propto-\partial f/\partial E$ is normalized to one. Each collision randomizes direction and thermalizes energy, a simple model of inelastic phonon scattering with constant $\tau$. On a grid of energies and directions, the slowest transverse eigenvalue at $q=0$ gives a lifetime of 14.9 ps.

For the helix, set $\mathbf S_{\mathbf k}=g_{\mathbf k}\mathbf S(u)$. Precession and streaming cancel for each $\mathbf k$, since the precession rate is $Qv_u$, and the collision term vanishes. The rate is zero, and stays zero if $\tau$ is changed.

### What does relax it: unequal couplings

For $\alpha\ne\beta$, the term $(\alpha+\beta)k_u\sigma_w$ sets $Q=2m(\alpha+\beta)/\hbar^2$. The term $(\beta-\alpha)k_w\sigma_u$ adds precession about the $u$ axis at the rate $\Omega'=2(\beta-\alpha)k_w/\hbar$, which collisions do randomize.

For isotropic scattering and weak precession about both axes ($Qv\tau\ll1$ and $\Omega'\tau\ll1$), the random phase has variance $2\langle\Omega'^2\rangle\tau t$. A spin component perpendicular to $u$ then decays at $\langle\Omega'^2\rangle\tau$. With $\langle k_w^2\rangle=k^2/2$ over directions, this is $2(\beta-\alpha)^2k^2\tau/\hbar^2$.

The helix is shared equally between the $z$ component, which decays at this rate, and the $u$ component, which is parallel to the extra field and does not. Their unequal loss would build up the helix of opposite handedness, but that one decays quickly, at $4DQ^2$. As long as the new rate is much smaller than $DQ^2$, the helix decays at the average of the two:

$$\Gamma_{\rm mis}=\frac{(\beta-\alpha)^2k^2\tau}{\hbar^2}.$$

For $\alpha=0.38$ and $\beta=0.42$ meV nm, the thermal kinetic equation gives a lifetime of 12 ns.

### What does relax it: the cubic Dresselhaus term

The bulk Dresselhaus coupling also leaves a cubic term in the well. With bare linear coupling $\beta_1$ and a positive constant $\gamma$,

$$H_D=\beta_1(k_x\sigma_x-k_y\sigma_y)-\gamma(k_xk_y^2\sigma_x-k_yk_x^2\sigma_y).$$

If $\theta$ is the angle of $\mathbf k$ from $x$, then

$$k_xk_y^2=\tfrac{k^3}{4}(\cos\theta-\cos3\theta),\qquad k_yk_x^2=\tfrac{k^3}{4}(\sin\theta+\sin3\theta).$$

With $\beta_3=\gamma k^2/4$ this gives

$$H_D=(\beta_1-\beta_3)(k_x\sigma_x-k_y\sigma_y)+\beta_3k(\cos3\theta\,\sigma_x+\sin3\theta\,\sigma_y).$$

The first part only shifts the balance condition to $\alpha=\beta_1-\beta_3$. The second is an in-plane field with precession rate $\Omega_3=2\beta_3k/\hbar$. It is always perpendicular to $z$, so the $z$ component decays at $\Omega_3^2\tau$. An in-plane component is perpendicular to it half the time, in the mean-square sense, and decays at $\Omega_3^2\tau/2$. The helix again takes the average, $\tfrac34\Omega_3^2\tau$:

$$\Gamma_3=\frac{3\beta_3^2k^2\tau}{\hbar^2}$$

for elastic isotropic scattering and weak precession.

Since $\beta_3\propto k^2$, this rate grows as $k^6$, so the faster thermal carriers weigh heavily. Moreover, the balance condition can hold at one energy only. I took $\gamma=10$ meV nm$^3$ and chose $\beta_1=0.478$ meV nm, so that the mean of $\beta_1-\beta_3$, weighted with $k^2$, equals 0.40 meV nm. The thermal kinetic equation, with both effects included, then gives a helix lifetime of 0.64 ns. That is finite, but still about 45 times the 14.2 ps that the same equation, cubic term included, gives for uniform spin along $u$ (13.9 ps along $z$).

### Beside a real well

The parameters are round model values, not a fit to a particular sample. The finite lifetimes above also take $\tau$ from the mobility alone. Collisions between electrons hardly change the mobility, but they do randomize the precession, and at this density and temperature they can be faster than $\tau$. They then lengthen these lifetimes: with a collision time of 0.2 ps, for example, the same kinetic equation gives about 87 ps for uniform transverse spin, 69 ns for the helix with unequal couplings and 3.6 ns for the helix with the cubic term. In a flat well with hard walls a distance $d$ apart, the linear coupling is $\beta_1=\gamma\langle k_z^2\rangle=\gamma(\pi/d)^2$, so the chosen $\beta_1$ corresponds to $d=14.4$ nm. The second subband then lies $3\hbar^2\pi^2/(2md^2)=78$ meV above the first, a distance much larger than $k_BT$. This width is only a rough guide, because a flat symmetric well has no Rashba coupling. A field strong enough to give $\alpha=0.40$ meV nm, roughly 8 to 10 mV/nm depending on the Rashba coefficient assumed, also squeezes the subband and would raise $\beta_1$ at this width by roughly 20 to 30%. A real design needs both couplings calculated for the actual well profile. At fixed couplings, density and temperature, a longer $\tau$ raises both $\Gamma_{\rm mis}$ and $\Gamma_3$ while precession stays weak.

With the values chosen here, the cubic term limits the helix most: it turns an infinite lifetime into 0.64 ns. Unequal couplings alone would do the same only at a difference $|\beta-\alpha|$ of about 0.18 meV nm. Phonons can also flip spin directly, because conduction states away from $k=0$ contain some valence-band character. A scaling estimate takes the spin admixture as $[\Delta/(E_g+\Delta)]\,\langle E\rangle/E_g$. For a gap $E_g=1.5$ eV and split-off energy $\Delta=0.3$ eV this is about $10^{-3}$. With a flip probability per collision of its square, the time is of order 1 μs. This is the bulk scaling. In the well the confinement energy of 26 meV also enters, and putting it in place of one factor $\langle E\rangle$ shortens the time to about 0.35 μs. That is an order of magnitude only, but it shows where the assumption of a spin-independent vertex ends.
